# Cubic invariants in B2 and L1₂ ordering from concentration waves: a numerical check

```python
"""Cubic invariants of ordering waves: B2 on bcc (none) and L12 on fcc (one).

Occupation of a site: n(r) = c + sum_j eta_j cos(k_j . r), c = mean composition.
Claim: the bcc H star allows no cubic term in the free energy, while the fcc X
star allows exactly one, eta1*eta2*eta3, whose three vectors sum to a
reciprocal-lattice vector.  In the pair mean-field model its coefficient is
kT*s'''(c), with s(n) = n ln n + (1-n) ln(1-n).
w = nearest-neighbour pair energy, V(k) = its lattice Fourier sum.
Sites are integer triples in units of a/2, in a periodic cell of edge 2a.
Wave vectors are in units of 2 pi / a.
"""
import itertools
import numpy as np
from scipy.constants import k as k_joule, e as charge
from scipy.optimize import minimize_scalar
from scipy.special import xlogy

KB = k_joule / charge  # eV/K
cube = np.array(list(itertools.product(range(4), repeat=3)))
fcc = cube[cube.sum(axis=1) % 2 == 0]
bcc = cube[np.all(cube % 2 == cube[:, :1] % 2, axis=1)]
steps = np.array(list(itertools.product((-1, 0, 1), repeat=3)))
fcc_shell = steps[np.abs(steps).sum(axis=1) == 2]
bcc_shell = steps[np.abs(steps).sum(axis=1) == 3]

H = np.array([[1.0, 0, 0]])
X = np.eye(3)
L = 0.5 * np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
N = 0.5 * np.array([[1, 1, 0], [1, -1, 0], [1, 0, 1],
                    [1, 0, -1], [0, 1, 1], [0, 1, -1]])


def site_lookup(sites):
    table = -np.ones(64, dtype=int)
    table[sites @ np.array([16, 4, 1])] = np.arange(len(sites))
    return table


def locate(points, table):
    found = table[(points % 4) @ np.array([16, 4, 1])]
    assert np.all(found >= 0)
    return found


def waves_on(sites, star):
    return np.cos(np.pi * sites @ star.T)


def is_reciprocal(vector, sites):
    phase = sites @ vector / 2  # must be an integer for every translation
    return bool(np.allclose(phase, np.round(phase), atol=1e-10))


def representation(sites, star):
    """Matrices of all space-group operations acting on the wave amplitudes."""
    table, waves, matrices = site_lookup(sites), waves_on(sites, star), []
    for order in itertools.permutations(range(3)):
        for signs in itertools.product((1, -1), repeat=3):
            rotated = sites[:, order] * np.array(signs)
            for shift in sites:
                moved = np.empty_like(waves)
                moved[locate(rotated + shift, table)] = waves
                matrix = waves.T @ moved / len(sites)
                assert np.allclose(moved, waves @ matrix, atol=1e-10)
                matrices.append(matrix)
    return np.array(matrices)


def count_cubic(matrices):
    squares = matrices @ matrices
    cubes = squares @ matrices
    x1, x2, x3 = [np.trace(m, axis1=1, axis2=2)
                  for m in (matrices, squares, cubes)]
    return np.mean(x1**3 + 3 * x1 * x2 + 2 * x3) / 6


# Symmetry count against the rule that three star vectors sum to a reciprocal one
counts, triples, group_x = {}, {}, None
for name, sites, star in (("bcc H", bcc, H), ("fcc X", fcc, X),
                          ("fcc L", fcc, L), ("bcc N", bcc, N)):
    group = representation(sites, star)
    counts[name] = count_cubic(group)
    triples[name] = sum(
        is_reciprocal(star[list(t)].sum(axis=0), sites)
        for t in itertools.combinations_with_replacement(range(len(star)), 3))
    assert abs(counts[name] - round(counts[name])) < 1e-9
    assert (round(counts[name]) > 0) == (triples[name] > 0)
    if name == "fcc X":
        group_x = group
assert round(counts["bcc H"]) == 0 and round(counts["fcc X"]) == 1
assert is_reciprocal(X.sum(axis=0), fcc)
assert not is_reciprocal(3 * H[0], bcc)
# The three cube-axis vectors are one point on bcc, but three points on fcc
for i, j in itertools.combinations(range(3), 2):
    assert is_reciprocal(X[i] - X[j], bcc)
    assert not is_reciprocal(X[i] - X[j], fcc)

# Group average of an arbitrary cubic form leaves only eta1*eta2*eta3
form = np.random.default_rng(4).uniform(0.5, 1.5, (3, 3, 3))
average = np.einsum("gia,gjb,gkc,abc->ijk", group_x, group_x, group_x,
                    form, optimize=True) / len(group_x)
expected = np.mean([form[p] for p in itertools.permutations(range(3))])
for idx in itertools.product(range(3), repeat=3):
    target = expected if len(set(idx)) == 3 else 0.0
    assert abs(average[idx] - target) < 1e-10


# Mean-field free energy per site, summed directly over sites and neighbours
def mix(n):
    return xlogy(n, n) + xlogy(1 - n, 1 - n)


def derivatives(c):
    return (1 / (c * (1 - c)), (2 * c - 1) / (c * (1 - c))**2,
            2 / c**3 + 2 / (1 - c)**3)


w, a_bcc, a_fcc, c0 = 0.05, 3.0, 4.0, 0.25
neighbours = {
    "bcc": np.array([locate(bcc + d, site_lookup(bcc)) for d in bcc_shell]),
    "fcc": np.array([locate(fcc + d, site_lookup(fcc)) for d in fcc_shell])}
waves = {"bcc": waves_on(bcc, H), "fcc": waves_on(fcc, X)}


def free_energy(lattice, c, eta, kT):
    n = c + waves[lattice] @ np.atleast_1d(eta)
    pair = 0.5 * w * np.mean(n * n[neighbours[lattice]].sum(axis=0))
    return pair + kT * np.mean(mix(n))


V_H = w * np.cos(np.pi * bcc_shell @ H[0]).sum()
V_X = w * np.cos(np.pi * fcc_shell @ X[0]).sum()
s2, s3, s4 = derivatives(c0)


def cubic_fcc(c, kT, h=1e-3):
    total = 0.0
    for sg in itertools.product((1, -1), repeat=3):
        total += np.prod(sg) * free_energy("fcc", c, h * np.array(sg), kT)
    return total / (8 * h**3)


def cubic_bcc(c, kT, h=1e-3):
    f = [free_energy("bcc", c, m * h, kT) for m in (2, 1, -1, -2)]
    return (f[0] - 2 * f[1] + 2 * f[2] - f[3]) / (12 * h**3)


kT_test = 0.04
coef_fcc, coef_half = cubic_fcc(c0, kT_test), cubic_fcc(0.5, kT_test)
coef_bcc = cubic_bcc(c0, kT_test)
assert abs(coef_fcc / (kT_test * s3) - 1) < 1e-3  # finite-step error
assert abs(coef_half) < 1e-5 and abs(coef_bcc) < 1e-5  # rounding / h^3
assert abs(free_energy("bcc", c0, 0.2, kT_test)
           - free_energy("bcc", c0, -0.2, kT_test)) < 1e-13
third_fcc = np.mean(waves["fcc"].sum(axis=1)**3)
fourth_fcc = np.mean(waves["fcc"].sum(axis=1)**4)
third_bcc = np.mean(waves["bcc"][:, 0]**3)
assert np.allclose([third_fcc, fourth_fcc, third_bcc], [6, 21, 0], atol=1e-12)


# L12 transition at fixed composition: equal free energies at the same c
def l12_transition(c):
    def minus_kT(eta):
        ds = (mix(c + 3 * eta) + 3 * mix(c - eta)) / 4 - mix(c)
        return 1.5 * V_X * eta**2 / ds
    top = min(c, (1 - c) / 3)
    best = minimize_scalar(minus_kT, bounds=(1e-4, top - 1e-6),
                           method="bounded", options={"xatol": 1e-9})
    return -best.fun, best.x


def l12_landau(c):
    d2, d3, d4 = derivatives(c)
    return -V_X / (d2 - 4 * d3**2 / (21 * d4)), -4 * d3 / (7 * d4)


kT_s = -V_X / s2
kT_t, eta_t = l12_transition(c0)
kT_l, eta_l = l12_landau(c0)
f_dis = free_energy("fcc", c0, np.zeros(3), kT_t)
df_plus = free_energy("fcc", c0, eta_t * np.ones(3), kT_t) - f_dis
df_minus = free_energy("fcc", c0, -0.5 * eta_t * np.ones(3), kT_t) - f_dis
df_half = free_energy("fcc", c0, 0.5 * eta_t * np.ones(3), kT_t) - f_dis
assert abs(df_plus) < 1e-11 and kT_t > 1.01 * kT_s and eta_t > 0.01
assert df_minus > df_half > 0
path = np.linspace(0, eta_t, 401)
barrier = max(free_energy("fcc", c0, x * np.ones(3), kT_t) for x in path) - f_dis
latent = -1.5 * V_X * eta_t**2

# Near c = 1/2 the jump is small and the quartic truncation must become accurate
c1 = 0.48
kT_s1 = -V_X / derivatives(c1)[0]
kT_t1, eta_t1 = l12_transition(c1)
kT_l1, eta_l1 = l12_landau(c1)
assert abs((kT_t1 / kT_s1 - 1) / (kT_l1 / kT_s1 - 1) - 1) < 0.03
assert abs(eta_t1 / eta_l1 - 1) < 0.03

# No other mixture of the three X waves is lower at the L12 transition
axis = np.linspace(-0.25, 0.25, 51)
eta_grid = np.array(np.meshgrid(axis, axis, axis)).reshape(3, -1)
sublattice = np.unique(np.round(waves["fcc"]), axis=0)
assert len(sublattice) == 4
n_grid = c0 + sublattice @ eta_grid
allowed = np.all((n_grid >= 0) & (n_grid <= 1), axis=0)
df_grid = (0.5 * V_X * (eta_grid[:, allowed]**2).sum(axis=0)
           + kT_t * (mix(n_grid[:, allowed]).mean(axis=0) - mix(c0)))
assert df_grid.min() > -1e-10

# B2 transition at the same composition: continuous growth from zero
kT_b = -V_H / s2
eta_line = np.linspace(0.002, 0.249, 400)
ds_b2 = (mix(c0 + eta_line) + mix(c0 - eta_line)) / 2 - mix(c0)
kT_line = -0.5 * V_H * eta_line**2 / ds_b2
assert np.all(np.diff(kT_line) < 0) and kT_line[0] < kT_b
assert abs(kT_line[0] / kT_b - 1) < 1e-4


def b2_amplitude(ratio):
    return minimize_scalar(
        lambda x: free_energy("bcc", c0, x, ratio * kT_b),
        bounds=(1e-5, 0.2499), method="bounded", options={"xatol": 1e-9}).x


b2_full = {r: b2_amplitude(r) for r in (0.99, 0.999)}
b2_law = {r: np.sqrt(6 * s2 * (1 / r - 1) / s4) for r in b2_full}
assert abs(b2_full[0.999] / b2_law[0.999] - 1) < 0.01

for name in counts:
    print(f"{name}: cubic invariants {round(counts[name])}, "
          f"reciprocal triples {triples[name]}")
print(f"lattice parameter bcc, fcc: {a_bcc:.1f}, {a_fcc:.1f} angstrom")
print(f"|k_H| bcc: {2*np.pi/a_bcc:.4f} 1/angstrom")
print(f"|k_X| fcc: {2*np.pi/a_fcc:.4f} 1/angstrom")
print(f"|X1+X2+X3| fcc: {2*np.pi/a_fcc*np.linalg.norm(X.sum(axis=0)):.4f}"
      " 1/angstrom")
print(f"pair energy w: {w:.3f} eV")
print(f"V_H bcc, V_X fcc: {V_H:.3f}, {V_X:.3f} eV")
print(f"composition c: {c0:.2f}")
print(f"s2, s3, s4 at c: {s2:.4f}, {s3:.4f}, {s4:.4f}")
print(f"site means, unit amplitudes: fcc cube {third_fcc:.0f}, "
      f"fcc fourth {fourth_fcc:.0f}, bcc cube {abs(third_bcc):.0f}")
print(f"kT for coefficient test: {kT_test:.3f} eV")
print(f"fcc cubic coefficient, site sum: {coef_fcc:.4f} eV")
print(f"fcc cubic coefficient, kT*s3: {kT_test*s3:.4f} eV")
print(f"fcc cubic coefficient at c=0.5, magnitude: {abs(coef_half):.4f} eV")
print(f"bcc cubic coefficient at c=0.25, magnitude: {abs(coef_bcc):.4f} eV")
print(f"L12 instability kT_s: {kT_s:.5f} eV = {kT_s/KB:.1f} K")
print(f"L12 transition kT_t, full: {kT_t:.5f} eV = {kT_t/KB:.1f} K")
print(f"L12 transition kT_t, quartic: {kT_l:.5f} eV")
print(f"kT_t/kT_s full, quartic: {kT_t/kT_s:.4f}, {kT_l/kT_s:.4f}")
print(f"L12 jump eta_t full, quartic: {eta_t:.4f}, {eta_l:.4f}")
print(f"occupation corner, face at kT_t: {c0+3*eta_t:.4f}, {c0-eta_t:.4f}")
print(f"df at +eta_t/2, -eta_t/2: {df_half*1e3:.4f}, {df_minus*1e3:.4f} meV/site")
print(f"barrier at kT_t: {barrier*1e3:.4f} meV/site")
print(f"latent heat at fixed c: {latent*1e3:.3f} meV/site")
print(f"c=0.48: kT_t/kT_s-1 full, quartic: {kT_t1/kT_s1-1:.3e}, "
      f"{kT_l1/kT_s1-1:.3e}")
print(f"c=0.48: eta_t full, quartic: {eta_t1:.5f}, {eta_l1:.5f}")
print(f"B2 transition kT: {kT_b:.5f} eV = {kT_b/KB:.1f} K")
for r in b2_full:
    print(f"B2 eta at T/T_s={r}: full {b2_full[r]:.5f}, "
          f"square-root law {b2_law[r]:.5f}")
print("verified")
```

Output:

```
bcc H: cubic invariants 0, reciprocal triples 0
fcc X: cubic invariants 1, reciprocal triples 1
fcc L: cubic invariants 0, reciprocal triples 0
bcc N: cubic invariants 1, reciprocal triples 4
lattice parameter bcc, fcc: 3.0, 4.0 angstrom
|k_H| bcc: 2.0944 1/angstrom
|k_X| fcc: 1.5708 1/angstrom
|X1+X2+X3| fcc: 2.7207 1/angstrom
pair energy w: 0.050 eV
V_H bcc, V_X fcc: -0.400, -0.200 eV
composition c: 0.25
s2, s3, s4 at c: 5.3333, -14.2222, 132.7407
site means, unit amplitudes: fcc cube 6, fcc fourth 21, bcc cube 0
kT for coefficient test: 0.040 eV
fcc cubic coefficient, site sum: -0.5689 eV
fcc cubic coefficient, kT*s3: -0.5689 eV
fcc cubic coefficient at c=0.5, magnitude: 0.0000 eV
bcc cubic coefficient at c=0.25, magnitude: 0.0000 eV
L12 instability kT_s: 0.03750 eV = 435.2 K
L12 transition kT_t, full: 0.04101 eV = 475.9 K
L12 transition kT_t, quartic: 0.03966 eV
kT_t/kT_s full, quartic: 1.0935, 1.0576
L12 jump eta_t full, quartic: 0.1159, 0.0612
occupation corner, face at kT_t: 0.5977, 0.1341
df at +eta_t/2, -eta_t/2: 0.0207, 0.3019 meV/site
barrier at kT_t: 0.0207 meV/site
latent heat at fixed c: 4.029 meV/site
c=0.48: kT_t/kT_s-1 full, quartic: 6.097e-04, 6.070e-04
c=0.48: eta_t full, quartic: 0.01142, 0.01136
B2 transition kT: 0.07500 eV = 870.3 K
B2 eta at T/T_s=0.99: full 0.04879, square-root law 0.04935
B2 eta at T/T_s=0.999: full 0.01552, square-root law 0.01553
verified
```
